# Residual depolarizing field in a short-circuited ferroelectric plate with Thomas-Fermi electrodes: verification in Python

```python
"""Residual depolarizing field in a short-circuited ferroelectric plate.

Result under test:
    E = -(P/eps0) * 2*lam / (eps_e*d + 2*lam*eps_b)
P      given polarization along +z (C/m^2)     d      plate thickness (m)
eps_b  background relative permittivity of the plate
eps_e  lattice relative permittivity of the two identical metal electrodes
lam    Thomas-Fermi length, lam^2 = eps0*eps_e/(e^2 g)
g      density of states at the Fermi level, 3*n0/(2*E_F) for free electrons
D      displacement in the plate, eps0*eps_b*E + P

The independent side is a grid solution of Poisson's equation through the
electrode-plate-electrode stack, with the electron density taken from the
local Fermi sphere. Potentials are measured from the neutral metal interior.
"""
import numpy as np
from scipy.constants import e, epsilon_0 as eps0, hbar, m_e, pi
from scipy.linalg import solve_banded

CELLS_PER_LENGTH = 100     # grid cells per Thomas-Fermi length
ELECTRODE_LENGTHS = 20     # electrode thickness in Thomas-Fermi lengths
PLATE_CELLS = 10


def fermi_energy(n0):
    return hbar**2 * (3 * pi**2 * n0)**(2 / 3) / (2 * m_e)


def screening_length(n0, eps_e):
    dos = 3 * n0 / (2 * fermi_energy(n0))
    return np.sqrt(eps0 * eps_e / (e**2 * dos))


def field_formula(P, d, eps_b, eps_e, lam):
    return -(P / eps0) * 2 * lam / (eps_e * d + 2 * lam * eps_b)


def electron_density(phi, n0):
    """Electrons per volume in a Fermi sphere of local depth E_F + e*phi."""
    k_local = np.sqrt(2 * m_e * (fermi_energy(n0) + e * phi)) / hbar
    return k_local**3 / (3 * pi**2)


def solve_stack(P, d, eps_b, eps_e, n0, linear=True, w_left=0.0, w_right=0.0):
    """Newton solution for the potential; both outer ends are held at zero.

    w_left, w_right: upward potential steps (V) from metal to plate.
    """
    lam = screening_length(n0, eps_e)      # used only to size the grid
    n_el = CELLS_PER_LENGTH * ELECTRODE_LENGTHS
    h_el = np.full(n_el, lam / CELLS_PER_LENGTH)
    h = np.concatenate([h_el, np.full(PLATE_CELLS, d / PLATE_CELLS), h_el])
    plate = np.zeros(h.size, dtype=bool)
    plate[n_el:n_el + PLATE_CELLS] = True
    stiffness = eps0 * np.where(plate, eps_b, eps_e) / h
    source = np.where(plate, P, 0.0)
    first, last = n_el, n_el + PLATE_CELLS - 1
    source[first] += stiffness[first] * w_left
    source[last] -= stiffness[last] * w_right
    metal_width = np.zeros(h.size + 1)
    metal_width[:-1] += np.where(plate, 0.0, h / 2)
    metal_width[1:] += np.where(plate, 0.0, h / 2)

    small = 1e-3 * fermi_energy(n0) / e
    slope0 = (electron_density(small, n0)
              - electron_density(-small, n0)) / (2 * small)

    def charge(phi):
        if linear:
            return -e * slope0 * phi, np.full(phi.size, -e * slope0)
        n = electron_density(phi, n0)
        return -e * (n - n0), -1.5 * e * n / (fermi_energy(n0) / e + phi)

    phi = np.zeros(h.size + 1)
    converged = False
    for _ in range(30):
        flux = -stiffness * np.diff(phi) + source
        rho, drho = charge(phi)
        residual = np.diff(flux) - (rho * metal_width)[1:-1]
        bands = np.zeros((3, phi.size - 2))
        bands[0, 1:] = -stiffness[1:-1]
        bands[1] = stiffness[:-1] + stiffness[1:] - (drho * metal_width)[1:-1]
        bands[2, :-1] = -stiffness[1:-1]
        change = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-9:
            converged = True
            break
    assert converged, "Newton iteration did not converge"
    rho, _ = charge(phi)
    middle = n_el + PLATE_CELLS // 2
    right = n_el + PLATE_CELLS
    return {
        "E": -(phi[middle + 1] - phi[middle]) / h[middle],
        "phi_left": phi[n_el],
        "phi_right": phi[right],
        "decay": phi[right + CELLS_PER_LENGTH] / phi[right],
        "Q_left": np.sum((rho * metal_width)[:n_el + 1]),
        "Q_right": np.sum((rho * metal_width)[right:]),
    }


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Worked example: round model parameters
P, d, eps_b, eps_e, n0 = 0.3, 10e-9, 10.0, 2.0, 6e28
E_F = fermi_energy(n0)
lam = screening_length(n0, eps_e)
d_star = 2 * lam * eps_b / eps_e
E = field_formula(P, d, eps_b, eps_e, lam)
D = eps0 * eps_b * E + P
phi_s = D * lam / (eps0 * eps_e)
E_open = -P / (eps0 * eps_b)

# Linear screening: field, surface potentials, charges and decay length.
# The grid error is about (1/CELLS_PER_LENGTH)^2/8, near 1e-5.
cases = [(P, d, eps_b, eps_e, n0), (0.3, 1e-9, 10.0, 2.0, 6e28),
         (0.1, 4e-9, 40.0, 1.0, 1e27), (0.2, 50e-9, 5.0, 6.0, 2e28)]
for case in cases:
    Pc, dc, ebc, eec, nc = case
    lam_c = screening_length(nc, eec)
    E_c = field_formula(Pc, dc, ebc, eec, lam_c)
    dstar_c = 2 * lam_c * ebc / eec
    D_c = Pc * dc / (dc + dstar_c)
    phi_c = D_c * lam_c / (eps0 * eec)
    grid = solve_stack(*case)
    assert close(grid["E"], E_c, 5e-5)
    assert close(grid["phi_left"], -phi_c, 5e-5)
    assert close(grid["phi_right"], phi_c, 5e-5)
    assert close(grid["Q_left"], D_c, 5e-5)
    assert close(grid["Q_right"], -D_c, 5e-5)
    assert close(grid["decay"], np.exp(-1), 1e-4)

# Limits: very thin plate (formal), thick plate, and a very dense metal
thin = solve_stack(P, 1e-13, eps_b, eps_e, n0)
assert close(thin["E"], E_open, 1e-3)
d_thick = 5e-6
V_limit = -2 * lam * P / (eps0 * eps_e)
thick = solve_stack(P, d_thick, eps_b, eps_e, n0)
assert close(thick["E"] * d_thick, V_limit, 1e-3)
dense = solve_stack(P, d, eps_b, eps_e, 1e40)
assert abs(dense["E"] / E_open) < 2e-3

# Interface steps: equal ones cancel, unequal ones add a known field
lin = solve_stack(P, d, eps_b, eps_e, n0)
equal = solve_stack(P, d, eps_b, eps_e, n0, w_left=0.5, w_right=0.5)
assert close(equal["E"], lin["E"], 1e-7)
unequal = solve_stack(P, d, eps_b, eps_e, n0, w_left=0.5, w_right=0.2)
step_field = (0.5 - 0.2) / (d + d_star)
assert close(unequal["E"] - lin["E"], step_field, 1e-4)

# Nonlinear screening: leading corrections. Their own relative error is of
# order s^2, hence the wider tolerance at the larger polarization.
nonlinear = {}
for P_test, tolerance in [(0.1, 0.02), (P, 0.10)]:
    D_test = P_test * d / (d + d_star)
    s = e * D_test * lam / (eps0 * eps_e * E_F)
    base = solve_stack(P_test, d, eps_b, eps_e, n0)
    full = solve_stack(P_test, d, eps_b, eps_e, n0, linear=False)
    found = full["E"] / base["E"] - 1
    predicted = (D_test / P_test) * s**2 / 36
    asymmetry = (-full["phi_left"] - full["phi_right"]) * e / E_F
    assert close(found, predicted, tolerance)
    assert close(asymmetry, s**2 / 6, tolerance)
    nonlinear[P_test] = (s, full, found, predicted)

s, full, found, predicted = nonlinear[P]
print(f"polarization P                    {P:.2f} C/m^2")
print(f"plate thickness d                 {d*1e9:.1f} nm")
print(f"background permittivity eps_b     {eps_b:.1f}")
print(f"electrode permittivity eps_e      {eps_e:.1f}")
print(f"electron density n0               {n0:.2e} m^-3")
print(f"Fermi energy E_F                  {E_F/e:.3f} eV")
print(f"density of states g               {1.5*n0/(E_F/e):.3e} eV^-1 m^-3")
print(f"Thomas-Fermi length lam           {lam*1e9:.5f} nm")
print(f"lam/eps_e                         {lam/eps_e*1e9:.5f} nm")
print(f"crossover thickness d*            {d_star*1e9:.4f} nm")
print(f"field E, formula                  {E/1e6:.2f} MV/m")
print(f"field E, formula, converted       {E/1e8:.3f} MV/cm")
print(f"field E, linear grid solution     {lin['E']/1e6:.2f} MV/m")
print(f"open-circuit field                {E_open/1e6:.1f} MV/m")
print(f"E / open-circuit field            {E/E_open:.5f}")
print(f"displacement D                    {D:.5f} C/m^2")
print(f"screened fraction D/P             {D/P:.5f}")
print(f"surface potential, each side      {phi_s:.4f} V")
print(f"plate voltage E*d                 {E*d:.4f} V")
print(f"thick-plate limit of E*d          {V_limit:.4f} V")
print(f"field added by 0.3 V step excess  {step_field/1e6:.2f} MV/m")
print(f"nonlinearity parameter s          {s:.4f}")
print(f"nonlinear left surface potential  {full['phi_left']:.4f} V")
print(f"nonlinear right surface potential {full['phi_right']:.4f} V")
print(f"field E, nonlinear grid solution  {full['E']/1e6:.2f} MV/m")
print(f"nonlinear correction, grid        {100*found:.4f} %")
print(f"nonlinear correction, predicted   {100*predicted:.4f} %")
print("fixed P: d (nm), E (MV/m), E*d (V), D/P")
for d_row in (2e-9, 5e-9, 10e-9, 20e-9, 50e-9, 100e-9):
    E_row = field_formula(P, d_row, eps_b, eps_e, lam)
    ratio = (eps0 * eps_b * E_row + P) / P
    print(f"{d_row*1e9:6.0f} {E_row/1e6:10.2f} {E_row*d_row:9.4f} {ratio:8.4f}")
print("checks complete")
```

Running it gives:

```
polarization P                    0.30 C/m^2
plate thickness d                 10.0 nm
background permittivity eps_b     10.0
electrode permittivity eps_e      2.0
electron density n0               6.00e+28 m^-3
Fermi energy E_F                  5.589 eV
density of states g               1.610e+28 eV^-1 m^-3
Thomas-Fermi length lam           0.08284 nm
lam/eps_e                         0.04142 nm
crossover thickness d*            0.8284 nm
field E, formula                  -259.22 MV/m
field E, formula, converted       -2.592 MV/cm
field E, linear grid solution     -259.22 MV/m
open-circuit field                -3388.2 MV/m
E / open-circuit field            0.07651
displacement D                    0.27705 C/m^2
screened fraction D/P             0.92349
surface potential, each side      1.2961 V
plate voltage E*d                 -2.5922 V
thick-plate limit of E*d          -2.8070 V
field added by 0.3 V step excess  27.70 MV/m
nonlinearity parameter s          0.2319
nonlinear left surface potential  -1.3232 V
nonlinear right surface potential 1.2726 V
field E, nonlinear grid solution  -259.58 MV/m
nonlinear correction, grid        0.1399 %
nonlinear correction, predicted   0.1380 %
fixed P: d (nm), E (MV/m), E*d (V), D/P
     2    -992.41   -1.9848   0.7071
     5    -481.60   -2.4080   0.8579
    10    -259.22   -2.5922   0.9235
    20    -134.77   -2.6953   0.9602
    50     -55.22   -2.7612   0.9837
   100     -27.84   -2.7839   0.9918
checks complete
```
